# Counting the polarization variants of a cubic m-3m ferroelectric: a program that tests the result

```python
"""
Result under test: a cubic m-3m parent (group G, order 48) has |G|/|H| variants
of a polarization P, where H is the set of operations that leave P unchanged:
6 for P along <001>, 12 for <110>, 8 for <111>.
The group count is compared with explicit orbits and with the minima of a
Landau-Devonshire energy found by descent from random starting points.
Reduced energy: f/f0 = -2 s + s^2 + k4 (u1 u2 + u2 u3 + u3 u1) + k6 u1 u2 u3
                       + w u3 - e p3,
with p = P/P0, u_i = p_i^2, s = u1 + u2 + u3. The terms w (stress or
depolarization) and e (bias field) are zero in the ideal cubic crystal.
"""
import itertools
from collections import Counter
import numpy as np
from scipy.constants import epsilon_0, k as k_boltzmann, e as e_charge

# ---------- point group: closure of generators against the definition ----------
four_z = ((0, -1, 0), (1, 0, 0), (0, 0, 1))
three_111 = ((0, 0, 1), (1, 0, 0), (0, 1, 0))
inversion = ((-1, 0, 0), (0, -1, 0), (0, 0, -1))


def multiply(a, b):
    return tuple(tuple(int(v) for v in row) for row in np.array(a) @ np.array(b))


generators = [four_z, three_111, inversion]
group = set(generators)
frontier = set(generators)
while frontier:
    frontier = {multiply(a, g) for a in frontier for g in generators} - group
    group |= frontier

# Definition: every orthogonal matrix that maps the cubic axes onto themselves.
cube_maps = set()
for entries in itertools.product((-1, 0, 1), repeat=9):
    m = np.array(entries).reshape(3, 3)
    if np.array_equal(m @ m.T, np.eye(3, dtype=int)):
        cube_maps.add(tuple(tuple(int(v) for v in row) for row in m))
assert group == cube_maps
assert len(group) == 48


def act(g, vector):
    return tuple(int(v) for v in np.array(g) @ np.array(vector))


def kind(g):
    m = np.array(g)
    names = {(1, 3): "1", (1, 1): "4", (1, 0): "3", (1, -1): "2",
             (-1, 1): "m", (-1, -3): "-1", (-1, -1): "-4", (-1, 0): "-3"}
    return names[(int(round(np.linalg.det(m))), int(np.trace(m)))]


def left_cosets(subgroup):
    return {frozenset(multiply(g, h) for h in subgroup) for g in group}


print(f"order of m-3m: {len(group)} operations")
phases = {"tetragonal": (0, 0, 1), "orthorhombic": (1, 1, 0),
          "rhombohedral": (1, 1, 1)}
expected_content = {"tetragonal": {"1": 1, "4": 2, "2": 1, "m": 4},
                    "orthorhombic": {"1": 1, "2": 1, "m": 2},
                    "rhombohedral": {"1": 1, "3": 2, "m": 3}}
expected_count = {"tetragonal": 6, "orthorhombic": 12, "rhombohedral": 8}
orbits = {}
for name, axis in phases.items():
    stabilizer = [g for g in group if act(g, axis) == axis]
    orbit = {act(g, axis) for g in group}
    orbits[name] = orbit
    content = Counter(kind(g) for g in stabilizer)
    assert dict(content) == expected_content[name]
    assert len(orbit) * len(stabilizer) == len(group)
    assert len(orbit) == expected_count[name]
    # Each coset sends P to one variant, and different cosets to different ones.
    cosets = left_cosets(stabilizer)
    images = [{act(g, axis) for g in coset} for coset in cosets]
    assert all(len(image) == 1 for image in images)
    assert set().union(*images) == orbit and len(cosets) == len(orbit)
    strains = {tuple(np.outer(v, v).ravel().tolist()) for v in orbit}
    assert 2 * len(strains) == len(orbit)
    listing = ", ".join(f"{n} of type {t}" for t, n in sorted(content.items()))
    print(f"{name} {axis}: stabilizer order {len(stabilizer)} ({listing})")
    print(f"  variants {len(orbit)}, strain states {len(strains)}")

# A second order parameter that removes the mirrors of 4mm.
rotations_only = [g for g in group if act(g, (0, 0, 1)) == (0, 0, 1)
                  and np.linalg.det(np.array(g)) > 0]
states = left_cosets(rotations_only)
directions = {act(next(iter(c)), (0, 0, 1)) for c in states}
assert len(states) == 12 and len(directions) == 6
print(f"phase group 4 (order {len(rotations_only)}): domain states {len(states)}, "
      f"polarizations {len(directions)}")


# ---------- Landau-Devonshire energy ----------
def energy(p, k4, k6, w=0.0, e=0.0):
    u = p**2
    s = u.sum(axis=0)
    pairs = u[0] * u[1] + u[1] * u[2] + u[2] * u[0]
    return -2*s + s**2 + k4*pairs + k6*u[0]*u[1]*u[2] + w*u[2] - e*p[2]


def gradient(p, k4, k6, w=0.0, e=0.0):
    u = p**2
    s = u.sum(axis=0)
    g = 2*p*(-2 + 2*s + k4*(s - u) + k6*u[[1, 2, 0]]*u[[2, 0, 1]])
    g[2] += 2*w*p[2] - e
    return g


def hessian(p, *args):
    step = 1e-5
    columns = []
    for i in range(3):
        d = np.zeros(3)
        d[i] = step
        columns.append((gradient(p + d, *args) - gradient(p - d, *args)) / (2*step))
    h = np.array(columns)
    return (h + h.T) / 2


rng = np.random.default_rng(7)
for _ in range(5):
    p = rng.uniform(-1, 1, 3)
    args = (0.7, 1.3, 0.2, 0.1)
    numeric = [(energy(p + d, *args) - energy(p - d, *args)) / 2e-5
               for d in 1e-5*np.eye(3)]
    assert np.allclose(numeric, gradient(p, *args), atol=1e-7)
    values = [energy(np.array(g) @ p, 0.7, 1.3) for g in group]
    assert np.ptp(values) < 1e-12


def find_minima(*args):
    """Descend from random points; return the distinct end points."""
    p = rng.uniform(-1.2, 1.2, (3, 300))
    for _ in range(12000):
        p = p - 0.005*gradient(p, *args)
    assert np.abs(gradient(p, *args)).max() < 1e-6
    found = []
    for point in p.T:
        if all(np.linalg.norm(point - q) > 0.05 for q in found):
            found.append(point)
    for q in found:
        assert np.linalg.eigvalsh(hessian(q, *args)).min() > 0
    return np.array(found)


def energy_levels(minima, *args):
    """Group the minima by energy: list of [energy, number of minima]."""
    levels = []
    for value in sorted(energy(q, *args) for q in minima):
        if levels and abs(value - levels[-1][0]) < 1e-6:
            levels[-1][1] += 1
        else:
            levels.append([value, 1])
    return levels


P0_uC = 25.0          # uC/cm2
f0_J = 4.0            # J/cm3
P0 = P0_uC*1e-2       # C/m2
f0 = f0_J*1e6         # J/m3
print(f"scales: P0 = {P0_uC:.1f} uC/cm2, f0 = {f0_J:.1f} J/cm3")
coefficients = {"tetragonal": (0.5, 0.0), "orthorhombic": (-0.5, 3.0),
                "rhombohedral": (-0.5, 0.0)}
pair_share = {"tetragonal": 0.0, "orthorhombic": 1/4, "rhombohedral": 1/3}
for name, (k4, k6) in coefficients.items():
    minima = find_minima(k4, k6)
    assert len(minima) == expected_count[name]
    s_formula = 1/(1 + k4*pair_share[name])
    for v in orbits[name]:
        target = np.sqrt(s_formula)*np.array(v)/np.linalg.norm(v)
        assert np.linalg.norm(minima - target, axis=1).min() < 1e-5
    levels = energy_levels(minima, k4, k6)
    assert len(levels) == 1
    magnitude = np.linalg.norm(minima[0])
    component = np.abs(minima[0]).max()
    print(f"{name}: k4 = {k4:.1f}, k6 = {k6:.1f}, minima found {len(minima)}")
    print(f"  s = {magnitude**2:.4f}, |P| = {P0_uC*magnitude:.2f} uC/cm2, "
          f"nonzero component {P0_uC*component:.2f} uC/cm2")
    print(f"  energy density {f0_J*levels[0][0]:.3f} J/cm3")

# Without the sixth-order term, <110> is stationary but never a minimum.
for k4 in np.concatenate([np.linspace(-2.5, -0.1, 13), np.linspace(0.1, 5, 13)]):
    p110 = np.array([1.0, 1.0, 0.0])*np.sqrt(0.5/(1 + k4/4))
    assert np.abs(gradient(p110, k4, 0.0)).max() < 1e-12
    assert np.linalg.eigvalsh(hessian(p110, k4, 0.0)).min() < -1e-3
print("fourth order only: <110> unstable at every sampled nonzero k4")

# ---------- effects left out of the ideal count, tetragonal example ----------
k4, k6 = coefficients["tetragonal"]
radii = np.linspace(0.5, 1.3, 8001)
ridge = []
for angle in np.linspace(0, np.pi/2, 91):
    ray = np.array([radii*np.cos(angle), radii*np.sin(angle), 0*radii])
    ridge.append(energy(ray, k4, k6).min())
barrier = max(ridge) - min(ridge)
assert abs(barrier - k4/(4 + k4)) < 1e-6
saddle = np.array([1.0, 1.0, 0.0])*np.sqrt(0.5/(1 + k4/4))
assert (np.linalg.eigvalsh(hessian(saddle, k4, k6)) < 0).sum() == 1
print(f"rotation barrier between variants: {barrier*f0_J:.3f} J/cm3")

background = 10.0
depolarization = P0**2/(2*epsilon_0*background)
slab = find_minima(k4, k6, depolarization/f0, 0.0)
assert len(slab) == 4 and np.abs(slab[:, 2]).max() < 1e-5
print(f"depolarization, background permittivity {background:.0f}: "
      f"{depolarization/1e6:.0f} J/cm3")
print(f"  ratio to f0 {depolarization/f0:.1f}, variants left in (001) slab {len(slab)}")

stress, distortion = 100e6, 0.01
w = stress*distortion/f0
stressed = find_minima(k4, k6, w, 0.0)
levels = energy_levels(stressed, k4, k6, w, 0.0)
assert [n for _, n in levels] == [4, 2]
print(f"compressive stress {stress/1e6:.0f} MPa along [001], "
      f"tetragonal strain difference {distortion:.2f}")
print(f"  coupling {w*f0_J:.2f} J/cm3, groups {[n for _, n in levels]}, "
      f"splitting {(levels[1][0]-levels[0][0])*f0_J:.3f} J/cm3")

field_MV = 0.01
e_reduced = field_MV*1e8*P0/f0
biased = find_minima(k4, k6, 0.0, e_reduced)
levels = energy_levels(biased, k4, k6, 0.0, e_reduced)
assert [n for _, n in levels] == [1, 4, 1]
splitting = levels[-1][0] - levels[0][0]
assert abs(splitting/(2*e_reduced) - 1) < 0.02
print(f"bias field {field_MV:.2f} MV/cm along [001]: groups {[n for _, n in levels]}, "
      f"total splitting {splitting*f0_J:.3f} J/cm3")

temperature, edge_nm = 300.0, 10.0
barrier_energy = barrier*f0*(edge_nm*1e-9)**3
thermal = k_boltzmann*temperature
assert barrier_energy > 10*thermal
print(f"barrier in a {edge_nm:.0f} nm cube: {barrier_energy/e_charge:.2f} eV")
print(f"thermal energy at {temperature:.0f} K: {thermal/e_charge:.4f} eV, "
      f"barrier/thermal = {barrier_energy/thermal:.0f}")

print("ALL CHECKS PASSED")
```

It prints:

```
order of m-3m: 48 operations
tetragonal (0, 0, 1): stabilizer order 8 (1 of type 1, 1 of type 2, 2 of type 4, 4 of type m)
  variants 6, strain states 3
orthorhombic (1, 1, 0): stabilizer order 4 (1 of type 1, 1 of type 2, 2 of type m)
  variants 12, strain states 6
rhombohedral (1, 1, 1): stabilizer order 6 (1 of type 1, 2 of type 3, 3 of type m)
  variants 8, strain states 4
phase group 4 (order 4): domain states 12, polarizations 6
scales: P0 = 25.0 uC/cm2, f0 = 4.0 J/cm3
tetragonal: k4 = 0.5, k6 = 0.0, minima found 6
  s = 1.0000, |P| = 25.00 uC/cm2, nonzero component 25.00 uC/cm2
  energy density -4.000 J/cm3
orthorhombic: k4 = -0.5, k6 = 3.0, minima found 12
  s = 1.1429, |P| = 26.73 uC/cm2, nonzero component 18.90 uC/cm2
  energy density -4.571 J/cm3
rhombohedral: k4 = -0.5, k6 = 0.0, minima found 8
  s = 1.2000, |P| = 27.39 uC/cm2, nonzero component 15.81 uC/cm2
  energy density -4.800 J/cm3
fourth order only: <110> unstable at every sampled nonzero k4
rotation barrier between variants: 0.444 J/cm3
depolarization, background permittivity 10: 353 J/cm3
  ratio to f0 88.2, variants left in (001) slab 4
compressive stress 100 MPa along [001], tetragonal strain difference 0.01
  coupling 1.00 J/cm3, groups [4, 2], splitting 0.938 J/cm3
bias field 0.01 MV/cm along [001]: groups [1, 4, 1], total splitting 0.500 J/cm3
barrier in a 10 nm cube: 2.77 eV
thermal energy at 300 K: 0.0259 eV, barrier/thermal = 107
ALL CHECKS PASSED
```
